# Acoustic-Phonon Scattering and Density-of-States Singularities in Nanowire Subbands: verification in Python

```python
"""
Acoustic-phonon scattering in one-dimensional subbands of a rectangular wire.
Result under test (elastic, equipartition):
  1/tau_n(E) = (2 pi/hbar) C sum_f I_nf g_f(E),  C = Xi^2 kT/(rho c^2)
  g_f = sqrt(m/(2(E-E_f)))/(pi hbar) above the edge E_f, zero below it
  I_nf = integral of phi_n^2 phi_f^2 over the cross-section
Each edge gives B_nf/sqrt(E-E_f), B_nf = sqrt(2m) C I_nf/hbar^2.
Xi: deformation potential, rho: mass density, c: sound speed, m: mass.
The independent road keeps the phonon energies in the golden rule.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import hbar, k as kB, e, m_e, pi
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

meV = 1e-3 * e
ps_rate = 1e12
widths = (10e-9, 8e-9)
mass = 0.2 * m_e
Xi = 10 * e
density = 2500.0
sound = 8000.0
temperature = 300.0
kT = kB * temperature
stiffness = density * sound**2
C = Xi**2 * kT / stiffness
subbands = [(1, 1), (2, 1), (1, 2)]


def subband_energy(n):
    return sum((hbar * pi * j / w)**2 / (2 * mass)
               for j, w in zip(n, widths))


def overlap(n, f):
    result = 1.0
    for a, b, w in zip(n, f, widths):
        result *= (1.5 if a == b else 1.0) / w
    return result


edges = [subband_energy(n) for n in subbands]
E1, E2, E3 = edges


def strength(i, f):
    return np.sqrt(2 * mass) * C * overlap(subbands[i], subbands[f]) / hbar**2


def elastic_rate(i, energy):
    total = 0.0
    for f, edge in enumerate(edges):
        if energy > edge:
            dos = np.sqrt(mass / (2 * (energy - edge))) / (pi * hbar)
            total += (2 * pi / hbar * C
                      * overlap(subbands[i], subbands[f]) * dos)
    return total


# Transverse energies and overlaps from finite-difference eigenstates
grid_states = []
for w in widths:
    npt = 1000
    h = w / (npt + 1)
    t = hbar**2 / (2 * mass * h**2)
    val, vec = eigh_tridiagonal(np.full(npt, 2 * t), np.full(npt - 1, -t),
                                select='i', select_range=(0, 1))
    grid_states.append((val, vec / np.sqrt(h), h))
for i, n in enumerate(subbands):
    numeric_energy = sum(grid_states[d][0][n[d] - 1] for d in range(2))
    assert abs(numeric_energy / edges[i] - 1) < 1e-4
    for f in subbands:
        numeric_overlap = 1.0
        for d in range(2):
            _, states, h = grid_states[d]
            numeric_overlap *= h * np.sum(states[:, n[d] - 1]**2
                                          * states[:, f[d] - 1]**2)
        assert abs(numeric_overlap / overlap(n, f) - 1) < 1e-4

# Angular integral of |F(q_perp)|^2, tabulated for the initial subband (1,1)
q_max = 5e9
q_table = np.linspace(0, q_max, 1501)
n_angle = 40
angles = (np.arange(n_angle) + 0.5) * (pi / 2) / n_angle
nodes, weights = np.polynomial.legendre.leggauss(80)


def form_factor_1d(a, b, w, q):
    y = 0.5 * w * (nodes + 1)
    product = 2 / w * np.sin(a * pi * y / w) * np.sin(b * pi * y / w)
    return np.exp(1j * np.outer(q, y)) @ (product * weights * w / 2)


form_tables = []
for f in subbands:
    table = np.zeros_like(q_table)
    for angle in angles:
        Fy = form_factor_1d(1, f[0], widths[0], q_table * np.cos(angle))
        Fz = form_factor_1d(1, f[1], widths[1], q_table * np.sin(angle))
        table += np.abs(Fy * Fz)**2 * 2 * pi / n_angle
    form_tables.append(table)
    parseval = np.trapezoid(q_table * table, q_table) / (4 * pi**2) \
        if hasattr(np, "trapezoid") else \
        np.trapz(q_table * table, q_table) / (4 * pi**2)
    assert abs(parseval / overlap((1, 1), f) - 1) < 3e-3


def phonon_rate(energy, f, scale=1.0, momentum=False, npt=1000000):
    """Golden rule from (1,1) to subband f with phonon energies kept.
    scale multiplies the sound speed while rho c^2 stays fixed."""
    c = sound * scale
    k = np.sqrt(2 * mass * max(energy - E1, 0.0)) / hbar
    top = energy - edges[f] + hbar * c * q_max
    if top <= 0:
        return 0.0
    k_top = np.sqrt(2 * mass * top) / hbar
    dk = 2 * k_top / npt
    kf = -k_top + (np.arange(npt) + 0.5) * dk
    gain = edges[f] + (hbar * kf)**2 / (2 * mass) - energy
    q = np.abs(gain) / (hbar * c)
    q_perp2 = q**2 - (k - kf)**2
    allowed = q_perp2 >= 0
    kf, gain, q = kf[allowed], gain[allowed], q[allowed]
    q_perp = np.sqrt(q_perp2[allowed])
    x = np.maximum(hbar * c * q / kT, 1e-12)
    absorbed = x / np.expm1(x)
    occupation = np.where(gain > 0, absorbed, absorbed + x)
    form = np.interp(q_perp, q_table, form_tables[f], right=0.0)
    integrand = q * occupation * form / (hbar * c)
    if momentum:
        integrand = integrand * (1 - kf / k)
    return C / (8 * pi**2 * hbar) * np.sum(integrand) * dk


# Slow-sound limit: prefactor, and momentum loss equal to out-scattering
E_test = E1 + 80 * meV
slow_out = sum(phonon_rate(E_test, f, 0.05) for f in range(3))
slow_loss = sum(phonon_rate(E_test, f, 0.05, True) for f in range(3))
assert abs(slow_out / elastic_rate(0, E_test) - 1) < 0.015
assert abs(slow_loss / elastic_rate(0, E_test) - 1) < 0.015

# Inverse square root above the second edge
ratio_law = (phonon_rate(E2 + 4 * meV, 1, 0.05)
             / phonon_rate(E2 + 16 * meV, 1, 0.05))
assert abs(ratio_law - 2) < 0.03


# New channel exactly at the second edge: finite, absorption only
def threshold_average(scale):
    k = np.sqrt(2 * mass * (E2 - E1)) / hbar
    phonon_energy = hbar * sound * scale * np.sqrt(k**2 + q_table**2)
    weight = q_table * form_tables[1]
    return np.sum(weight / np.sqrt(phonon_energy)) / np.sum(weight)


def threshold_formula(scale):
    return 0.5 * strength(0, 1) * threshold_average(scale)


edge_slow = phonon_rate(E2, 1, 0.025)
edge_ratio = edge_slow / phonon_rate(E2, 1, 0.1)
assert abs(edge_slow / threshold_formula(0.025) - 1) < 0.03
assert abs(edge_ratio - 2) < 0.06

# Coupled Boltzmann equations for all channels (subband, direction)
E_channels = E1 + 100 * meV
channels = [(i, s) for i in range(3) for s in (1, -1)]
speed = [np.sqrt(2 * (E_channels - edge) / mass) for edge in edges]
collision = np.zeros((6, 6))
for row, (i, _) in enumerate(channels):
    for col, (f, _) in enumerate(channels):
        transfer = (C * overlap(subbands[i], subbands[f])
                    / (hbar**2 * speed[f]))
        collision[row, row] += transfer
        collision[row, col] -= transfer
drive = np.array([s * speed[i] for i, s in channels])
response = np.linalg.lstsq(collision / 1e12, drive / 1e5, rcond=1e-10)[0]
boltzmann_rates = []
for i in range(3):
    tau = response[2 * i] * 1e-7 / speed[i]
    boltzmann_rates.append(1 / tau)
    assert abs(tau * elastic_rate(i, E_channels) - 1) < 1e-7

# Self-consistent Born broadening at the unperturbed lowest edge
alpha = hbar * strength(0, 0) / meV**1.5
k_unit = np.sqrt(2 * mass * meV) / hbar
coupling = C * overlap((1, 1), (1, 1)) * k_unit / (2 * pi * meV**2)
sigma = -0.5j
for _ in range(40):
    z = -sigma
    real = 2 * quad(lambda t: (1 / (z - t * t)).real, 0, np.inf)[0]
    imag = 2 * quad(lambda t: (1 / (z - t * t)).imag, 0, np.inf)[0]
    sigma = 0.5 * sigma + 0.5 * coupling * (real + 1j * imag)
edge_width = -2 * sigma.imag
assert abs(edge_width / (np.sqrt(3) * (alpha / 2)**(2 / 3)) - 1) < 1e-5

# Worked example
print(f"wire widths: {widths[0]*1e9:.1f} and {widths[1]*1e9:.1f} nm")
print(f"effective mass: {mass/m_e:.2f} m_e")
print(f"deformation potential: {Xi/e:.1f} eV")
print(f"mass density: {density:.0f} kg/m^3")
print(f"sound speed: {sound:.0f} m/s")
print(f"temperature: {temperature:.0f} K; kT: {kT/meV:.2f} meV")
print(f"coupling C: {C:.4e} J^2 m^3")
for n, edge in zip(subbands, edges):
    print(f"edge {n}: {edge/meV:.2f} meV; above lowest: "
          f"{(edge-E1)/meV:.2f} meV")
for f in range(3):
    print(f"overlap (1,1)-{subbands[f]}: "
          f"{overlap((1,1), subbands[f])*1e-18:.5f} nm^-2")
    print(f"singularity strength (1,1)-{subbands[f]}: "
          f"{strength(0,f)/ps_rate/np.sqrt(meV):.3f} ps^-1 meV^0.5")
sample = E1 + 25 * meV
sample_rate = elastic_rate(0, sample)
sample_dos = np.sqrt(mass / (2 * 25 * meV)) / (pi * hbar)
print(f"DOS 25 meV above lowest edge: {sample_dos*meV*1e-9:.5f} meV^-1 nm^-1")
print(f"elastic rate there: {sample_rate/ps_rate:.3f} ps^-1")
print(f"relaxation time there: {1e12/sample_rate:.3f} ps")
print(f"hbar/tau there: {hbar*sample_rate/meV:.3f} meV")
print("rates from (1,1) near second edge: offset, elastic, with phonon energy")
for offset in (-10, -4, -1, 0.1, 1, 4, 16):
    energy = E2 + offset * meV
    full = sum(phonon_rate(energy, f) for f in range(3))
    print(f"  {offset:5.1f} meV: {elastic_rate(0,energy)/ps_rate:.3f}, "
          f"{full/ps_rate:.3f} ps^-1")
full_edge = sum(phonon_rate(E2, f) for f in range(3))
print(f"full out-rate at second edge: {full_edge/ps_rate:.3f} ps^-1")
print(f"new channel alone at second edge: "
      f"{phonon_rate(E2,1)/ps_rate:.3f} ps^-1")
print(f"slow-sound formula for it: {threshold_formula(1)/ps_rate:.3f} ps^-1")
print(f"effective phonon energy there: "
      f"{1/threshold_average(1)**2/meV:.3f} meV")
bottom = sum(phonon_rate(E1, f) for f in range(3))
print(f"full out-rate at lowest edge: {bottom/ps_rate:.3f} ps^-1")
for n, rate in zip(subbands, boltzmann_rates):
    print(f"Boltzmann rate {n}, 100 meV above lowest edge: "
          f"{rate/ps_rate:.3f} ps^-1")
print(f"slow-sound/elastic rate: out {slow_out/elastic_rate(0,E_test):.4f}, "
      f"momentum {slow_loss/elastic_rate(0,E_test):.4f}")
print(f"new-channel rate ratio, 4 to 16 meV above edge: {ratio_law:.4f}")
print(f"edge-rate ratio for sound speed divided by 4: {edge_ratio:.4f}")
print(f"alpha: {alpha:.3f} meV^1.5")
print(f"energy where hbar/tau equals kinetic energy: {alpha**(2/3):.3f} meV")
print(f"self-consistent hbar/tau at lowest edge: {edge_width:.3f} meV")
print(f"self-consistent rate there: {edge_width*meV/hbar/ps_rate:.3f} ps^-1")
print("all tests passed")
```

Printed output:

```
wire widths: 10.0 and 8.0 nm
effective mass: 0.20 m_e
deformation potential: 10.0 eV
mass density: 2500 kg/m^3
sound speed: 8000 m/s
temperature: 300 K; kT: 25.85 meV
coupling C: 6.6452e-68 J^2 m^3
edge (1, 1): 48.18 meV; above lowest: 0.00 meV
edge (2, 1): 104.58 meV; above lowest: 56.40 meV
edge (1, 2): 136.31 meV; above lowest: 88.13 meV
overlap (1,1)-(1, 1): 0.02813 nm^-2
singularity strength (1,1)-(1, 1): 8.014 ps^-1 meV^0.5
overlap (1,1)-(2, 1): 0.01875 nm^-2
singularity strength (1,1)-(2, 1): 5.343 ps^-1 meV^0.5
overlap (1,1)-(1, 2): 0.01875 nm^-2
singularity strength (1,1)-(1, 2): 5.343 ps^-1 meV^0.5
DOS 25 meV above lowest edge: 0.00231 meV^-1 nm^-1
elastic rate there: 1.603 ps^-1
relaxation time there: 0.624 ps
hbar/tau there: 1.055 meV
rates from (1,1) near second edge: offset, elastic, with phonon energy
  -10.0 meV: 1.176, 1.190 ps^-1
   -4.0 meV: 1.107, 3.520 ps^-1
   -1.0 meV: 1.077, 2.318 ps^-1
    0.1 meV: 17.962, 2.154 ps^-1
    1.0 meV: 6.401, 2.056 ps^-1
    4.0 meV: 3.703, 2.986 ps^-1
   16.0 meV: 2.278, 2.378 ps^-1
full out-rate at second edge: 2.166 ps^-1
new channel alone at second edge: 1.092 ps^-1
slow-sound formula for it: 1.203 ps^-1
effective phonon energy there: 4.934 meV
full out-rate at lowest edge: 2.730 ps^-1
Boltzmann rate (1, 1), 100 meV above lowest edge: 3.162 ps^-1
Boltzmann rate (2, 1), 100 meV above lowest edge: 2.782 ps^-1
Boltzmann rate (1, 2), 100 meV above lowest edge: 3.400 ps^-1
slow-sound/elastic rate: out 1.0004, momentum 1.0008
new-channel rate ratio, 4 to 16 meV above edge: 2.0033
edge-rate ratio for sound speed divided by 4: 2.0142
alpha: 5.275 meV^1.5
energy where hbar/tau equals kinetic energy: 3.030 meV
self-consistent hbar/tau at lowest edge: 3.306 meV
self-consistent rate there: 5.023 ps^-1
all tests passed
```
